\section*{Width Variances of Mandrel and Gap Lines in Spacer-Is-Dielectric Double Patterning}

\section{Problem}

Parallel mandrels stand with their centres at a fixed pitch $P$. A conformal spacer is formed on both sidewalls of each mandrel, and the mandrels are then removed. In the spacer-is-dielectric scheme the spacers mark where dielectric remains. Metal fills the other openings, which are of two kinds. A mandrel-defined line, of width $W_m$, lies where a mandrel stood. A gap-defined line, of width $W_g$, lies between the facing spacers of two neighbouring mandrels.

Mandrel $i$ has width $m_i=M+\delta m_i$, and the spacer thickness is $s=S+\delta s$. The errors have zero mean and standard deviations $\sigma_m$ and $\sigma_s$. The spacer error is common to all sidewalls in a cross-section and is uncorrelated with the mandrel errors. The pattern is transferred without change of width. Variances refer to an ensemble of cross-sections, taken for instance at many sites on many wafers, over which both $m_i$ and $s$ vary.

\begin{enumerate}
\item Find the variances of $W_m$ and $W_g$, first when neighbouring mandrels share the same width error, then when their width errors are independent.
\item Find the covariance of the two widths and the variance of their difference.
\item Evaluate the results for $P=80$ nm, $M=S=20$ nm, $\sigma_m=0.60$ nm and $\sigma_s=0.40$ nm.
\end{enumerate}

\section{A tempting solution}

The mandrel-defined line inherits the mandrel width, so its variance is $\sigma_m^2$. One pitch contains one mandrel, two spacers and one gap, so
\begin{equation}
W_g=P-m-2s .
\label{eq:naive}
\end{equation}
The pitch is fixed. The gap width therefore contains one mandrel error and two spacer errors. Variances of independent errors add, whatever the signs of the errors, and the result appears to be
\begin{equation}
\operatorname{Var}W_g\overset{?}{=}\sigma_m^2+\sigma_s^2+\sigma_s^2
=\sigma_m^2+2\sigma_s^2 .
\label{eq:wrong}
\end{equation}
For the given numbers this is $0.36+2(0.16)=0.68\ \mathrm{nm}^2$, a standard deviation of about $0.82$ nm.

\section{Where it fails}

The fault is in the passage from \eqref{eq:naive} to \eqref{eq:wrong}. Two spacers do border the gap, but their errors are not two independent quantities. When the spacer is too thick on one wall, it is too thick by the same amount on the other. To see what this does, write the two thickness errors as $\delta s_1$ and $\delta s_2$, each with variance $\sigma_s^2$:
\begin{equation}
\operatorname{Var}(\delta s_1+\delta s_2)
=\sigma_s^2+\sigma_s^2+2\operatorname{Cov}(\delta s_1,\delta s_2).
\end{equation}
For independent walls the covariance is zero and the sum is $2\sigma_s^2$. For a common error, $\delta s_1=\delta s_2=\delta s$, the covariance is $\sigma_s^2$ and the sum is $4\sigma_s^2$. The tempting solution dropped the covariance.

There is also a silent assumption in \eqref{eq:naive}. The gap lies between two mandrels, yet the equation contains a single width $m$. That is justified if the two mandrels have the same width. If they differ, the equation must be replaced by one that follows the actual edges.

\section{Solution}

\subsection{Widths from edge positions}

Put the centre of mandrel $i$ at $x=iP$. Its right wall is at $iP+m_i/2$, and the left wall of the next mandrel is at $(i+1)P-m_{i+1}/2$. The spacers grow into the space between these walls, so the gap-defined line extends from
\begin{equation}
x_L=iP+\frac{m_i}{2}+s
\quad\text{to}\quad
x_R=(i+1)P-\frac{m_{i+1}}{2}-s .
\end{equation}
Subtraction gives the gap width, while the mandrel-defined width follows directly:
\begin{equation}
W_m=m_i,\qquad
W_g=x_R-x_L=P-\frac{m_i+m_{i+1}}{2}-2s .
\label{eq:widths}
\end{equation}
These expressions hold as long as the facing spacers do not meet, that is, while $W_g>0$.

Averaging gives $\langle W_m\rangle=M$ and $\langle W_g\rangle=P-M-2S$. The two mean widths are equal when $M=P-M-2S$, or $M+S=P/2$. The example satisfies this condition, since $20+20=80/2$ in nm, and both mean widths are 20 nm.

\subsection{Variances}

Subtracting the means from \eqref{eq:widths} leaves
\begin{equation}
\delta W_m=\delta m_i,\qquad
\delta W_g=-\frac{\delta m_i+\delta m_{i+1}}{2}-2\,\delta s .
\label{eq:dev}
\end{equation}
The first relation gives $\operatorname{Var}W_m=\sigma_m^2$. For the second, let $\rho$ be the correlation coefficient of neighbouring mandrel widths, $\langle\delta m_i\,\delta m_{i+1}\rangle=\rho\,\sigma_m^2$. Squaring and averaging,
\begin{align}
\operatorname{Var}W_g
&=\frac14\left\langle(\delta m_i+\delta m_{i+1})^2\right\rangle
+2\left\langle(\delta m_i+\delta m_{i+1})\,\delta s\right\rangle
+4\langle\delta s^2\rangle \nonumber\\
&=\frac14\left(\sigma_m^2+2\rho\,\sigma_m^2+\sigma_m^2\right)+0+4\sigma_s^2 .
\end{align}
The middle term vanishes because mandrel and spacer errors are uncorrelated. Hence
\begin{equation}
\operatorname{Var}W_m=\sigma_m^2,\qquad
\operatorname{Var}W_g=\frac{1+\rho}{2}\,\sigma_m^2+4\sigma_s^2 .
\label{eq:main}
\end{equation}
No Gaussian distribution was assumed. Finite variances suffice, provided that closed gaps, for which \eqref{eq:widths} fails, are too rare to affect them.

The two cases asked for are
\begin{align}
\rho=1\ \text{(shared error)}:&\quad
\operatorname{Var}W_g=\sigma_m^2+4\sigma_s^2,\label{eq:shared}\\
\rho=0\ \text{(independent widths)}:&\quad
\operatorname{Var}W_g=\tfrac12\sigma_m^2+4\sigma_s^2 .\label{eq:indep}
\end{align}
With independent widths the gap responds to the average of two mandrel errors, and averaging halves the variance. The spacer contribution is not reduced, because both walls carry the same error.

A mixture of the two cases is also covered. Suppose $\delta m_i=g+h_i$, where $g$ is shared, the $h_i$ are independent of each other and of $g$, and the variances are $\sigma_g^2$ and $\sigma_h^2$. Then $\sigma_m^2=\sigma_g^2+\sigma_h^2$ and $\rho\sigma_m^2=\sigma_g^2$. Substitution in \eqref{eq:main} gives
\begin{equation}
\operatorname{Var}W_g=\sigma_g^2+\tfrac12\sigma_h^2+4\sigma_s^2 .
\end{equation}

\subsection{Which line varies more?}

From \eqref{eq:main}, the gap-defined line has the larger variance when
\begin{equation}
4\sigma_s^2>\frac{1-\rho}{2}\,\sigma_m^2,
\qquad\text{or}\qquad
\sigma_s>\sigma_m\sqrt{\frac{1-\rho}{8}} .
\end{equation}
For a shared mandrel error, any nonzero spacer error is enough. For independent mandrel widths the spacer error must exceed $\sigma_m/(2\sqrt2)$, which is $0.212$ nm in the example. Below that value, the averaging of two mandrel widths outweighs the spacer contribution and the gap-defined line is the more uniform one.

\subsection{Covariance and difference}

The two lines share a mandrel, so their widths are in general correlated. Equation \eqref{eq:dev} gives
\begin{equation}
\operatorname{Cov}(W_m,W_g)
=-\frac12\left(\langle\delta m_i^2\rangle+\langle\delta m_i\,\delta m_{i+1}\rangle\right)
=-\frac{1+\rho}{2}\,\sigma_m^2 .
\end{equation}
For $\rho>-1$ the sign is negative, because a wider mandrel takes space from the gap. At $\rho=-1$ the opposite error of the next mandrel cancels this effect. For the difference of adjacent line widths,
\begin{align}
\operatorname{Var}(W_m-W_g)
&=\operatorname{Var}W_m+\operatorname{Var}W_g-2\operatorname{Cov}(W_m,W_g)\nonumber\\
&=\sigma_m^2+\frac{1+\rho}{2}\sigma_m^2+4\sigma_s^2+(1+\rho)\sigma_m^2 \nonumber\\
&=\left[1+\frac{3(1+\rho)}{2}\right]\sigma_m^2+4\sigma_s^2 .
\label{eq:diff}
\end{align}
At $\rho=1$ this becomes $4\sigma_m^2+4\sigma_s^2$. The same result follows from $\delta W_m-\delta W_g=2\,\delta m+2\,\delta s$: a shared mandrel error widens one line and narrows the other by the same amount.

This relation also shows how the errors appear within a single cross-section. If $\delta m$ and $\delta s$ are both shared there, all mandrel-defined lines have one width and all gap-defined lines have another. The pattern then alternates regularly. The variance \eqref{eq:shared} appears when such cross-sections are compared with one another. A sample taken at constant $s$ would show the spacer error as an offset $-2\,\delta s$ of the gap widths, and the term $4\sigma_s^2$ would be absent from its variance.

\section{Numbers}

The mandrel-defined line has variance $0.60^2=0.36\ \mathrm{nm}^2$ in both cases. The spacer term in the gap is $4(0.40)^2=0.64\ \mathrm{nm}^2$. For a shared mandrel error,
\begin{equation}
\operatorname{Var}W_g=0.36+0.64=1.00\ \mathrm{nm}^2,
\end{equation}
so the standard deviation is $1.00$ nm, or $5.0\%$ of the mean width, against $0.60$ nm, or $3.0\%$, for the mandrel-defined line. For independent mandrel widths,
\begin{equation}
\operatorname{Var}W_g=0.18+0.64=0.82\ \mathrm{nm}^2,
\end{equation}
and the standard deviation is $0.91$ nm, or $4.5\%$. The spacer has the smaller standard deviation of the two inputs, yet it supplies most of the gap variance in both cases, because its error enters with a factor of two before squaring.

The covariance is $-0.36\ \mathrm{nm}^2$ for shared and $-0.18\ \mathrm{nm}^2$ for independent mandrel widths. The variance of the width difference is $4(0.36)+0.64=2.08\ \mathrm{nm}^2$ in the first case and $2.5(0.36)+0.64=1.54\ \mathrm{nm}^2$ in the second. The standard deviations are $1.44$ nm and $1.24$ nm. The mean gap of 20 nm is some twenty standard deviations wide, so for errors with Gaussian or similarly light tails the condition $W_g>0$ is no practical restriction here. These values and those of the next section are collected in the numerical output.

\section{What fixed centres mean}

Independent mandrel widths and independent mandrel edges are different assumptions. Let the left and right edges of mandrel $i$ have independent errors $l_i$ and $r_i$, each of variance $\sigma_e^2$, positive to the right. Then
\begin{equation}
\delta m_i=r_i-l_i,\qquad \sigma_m^2=2\sigma_e^2,
\end{equation}
and the widths of different mandrels are uncorrelated, $\rho=0$. The gap, however, is bounded by $r_i$ on its left and $l_{i+1}$ on its right:
\begin{equation}
\delta W_g=l_{i+1}-r_i-2\,\delta s,\qquad
\operatorname{Var}W_g=2\sigma_e^2+4\sigma_s^2=\sigma_m^2+4\sigma_s^2 .
\end{equation}
This is the variance \eqref{eq:shared} of the shared case, not \eqref{eq:indep}. The reason is that the centres $c_i=(l_i+r_i)/2$ now move. Each has variance $\sigma_e^2/2$, so the distance between two centres has variance $\sigma_e^2=\sigma_m^2/2$. A centre shift is uncorrelated with the width of its mandrel, since $\langle(r_i-l_i)(r_i+l_i)\rangle/2=(\sigma_e^2-\sigma_e^2)/2=0$. The centre motion therefore adds the half of $\sigma_m^2$ that averaging had removed. With $\sigma_e=0.40$ nm, the mandrel variance is $0.32\ \mathrm{nm}^2$ and the gap variance is $0.32+0.64=0.96\ \mathrm{nm}^2$.

Equation \eqref{eq:indep} thus applies when independent mandrel widths vary symmetrically about centres whose spacing is fixed; a shift common to all centres leaves it unchanged. Independent edges violate that condition even if the mean pitch is perfect.

\section{Comparison with real copper lines}

The example is in the regime of copper lines at 40 nm metal pitch made by 193 nm immersion double patterning. The dimensions and errors are rough typical values, not data for a particular process. Real mandrels have placement errors, spacers differ somewhat from wall to wall, and the trench etch changes the widths. Let the centre shifts $c_i$, the local thickness errors $d_1,d_2$ of the two facing spacers and a common trench widening $b$ be independent, with standard deviations $\sigma_c$, $\sigma_d$ and $\sigma_b$. For a shared mandrel error,
\begin{align}
\delta W_m&=\delta m+b,\\
\delta W_g&=-\delta m-2\,\delta s+c_{i+1}-c_i-d_1-d_2+b .
\end{align}
The added gap variance is $2\sigma_c^2+2\sigma_d^2+\sigma_b^2$. With assumed rough values $\sigma_c=0.30$ nm, $\sigma_d=0.10$ nm and $\sigma_b=0.30$ nm, it is $0.18+0.02+0.09=0.29\ \mathrm{nm}^2$. The gap standard deviation rises from $1.00$ to $1.14$ nm. The mandrel-defined line receives only the etch term, and its standard deviation rises from $0.60$ to $0.67$ nm. For the chosen inputs, placement makes the largest of the three contributions to the gap variance.

Mandrel and spacer errors may also be correlated. If their correlation coefficient is $r$, squaring $-\delta m-2\,\delta s$ leaves the cross term $4\langle\delta m\,\delta s\rangle=4r\sigma_m\sigma_s$. For $r=+0.3$ it adds $4(0.3)(0.60)(0.40)=0.288\ \mathrm{nm}^2$ to the original $1.00\ \mathrm{nm}^2$, and the gap standard deviation becomes $1.13$ nm. For $r=-0.3$ it becomes $0.84$ nm. A process in which thick spacers accompany narrow mandrels therefore has partly compensating errors in the gap.

Finally, roughness along a mandrel wall changes the lateral spacer thickness. Let the wall be displaced by $f(y)$ at position $y$ along the line. A conformal front consists of the outermost points at distance $S$ from the wall. A wall point displaced by $\xi$ along the line reaches, for small slope and for curvature small compared with $1/S$,
\begin{equation}
f(y)+f'(y)\,\xi+S-\frac{\xi^2}{2S}.
\end{equation}
The maximum is at $\xi=Sf'$, which gives a front at $f+S+Sf'^2/2$. For $f=a\cos ky$ the mean of $f'^2$ is $a^2k^2/2$, so the mean excess thickness is $Sa^2k^2/4$. With an assumed amplitude of $0.60$ nm and period of 50 nm it is $0.028$ nm. Here $Sak^2=0.19$, so the curvature condition holds. Two such walls narrow the mean gap by about $0.06$ nm, small beside its standard deviation of $1.00$ nm. The narrowing grows as $k^2$, however. At the same amplitude it is $0.16$ nm for a period of 30 nm, and for a period of 20 nm $Sak^2$ exceeds one and the expansion no longer applies. This estimate also concerns only the mean. The displacement $f$ is itself passed on to the spacer front, and each wall contributes about $a^2/2=0.18\ \mathrm{nm}^2$ to the variance of the local gap width. Two uncorrelated walls add $0.36\ \mathrm{nm}^2$ unless this roughness is already counted in $\sigma_m$, and the standard deviation would then rise from $1.00$ to about $1.17$ nm.

Sidewall taper is outside this estimate. So is the electrical response: a width spread of $5\%$ need not give a resistance spread of $5\%$. If a liner of fixed thickness $t$ covers each sidewall, the copper width is $W-2t$, and the same width error is a larger fraction of it.

\section*{Table of computed values}
\begin{verbatim}
Mandrel pitch: 80.0 nm
Metal pitch: 40.0 nm
Mean mandrel width: 20.0 nm
Mean spacer thickness: 20.0 nm
Mandrel-width standard deviation: 0.60 nm
Spacer-thickness standard deviation: 0.40 nm
Spacer term in gap variance: 0.640 nm^2
[rho=1] mean widths, mandrel/gap: 20.00 / 20.00 nm
[rho=1] mandrel-line variance: 0.360 nm^2
[rho=1] gap-line variance: 1.000 nm^2
[rho=1] mandrel-line standard deviation: 0.600 nm
[rho=1] gap-line standard deviation: 1.000 nm
[rho=1] mandrel-line relative spread: 3.00 %
[rho=1] gap-line relative spread: 5.00 %
[rho=1] covariance of the two widths: -0.360 nm^2
[rho=1] variance of width difference: 2.080 nm^2
[rho=1] st. dev. of width difference: 1.442 nm
[rho=0] mean widths, mandrel/gap: 20.00 / 20.00 nm
[rho=0] mandrel-line variance: 0.360 nm^2
[rho=0] gap-line variance: 0.820 nm^2
[rho=0] mandrel-line standard deviation: 0.600 nm
[rho=0] gap-line standard deviation: 0.906 nm
[rho=0] mandrel-line relative spread: 3.00 %
[rho=0] gap-line relative spread: 4.53 %
[rho=0] covariance of the two widths: -0.180 nm^2
[rho=0] variance of width difference: 1.540 nm^2
[rho=0] st. dev. of width difference: 1.241 nm
Spacer threshold for equal spreads, rho=0: 0.212 nm
Independent-edge test, edge st. dev.: 0.40 nm
Independent edges, mandrel variance: 0.320 nm^2
Independent edges, gap variance: 0.960 nm^2
Neglected effects, added to the rho=1 case:
Centre-placement st. dev. (assumed): 0.30 nm
Placement adds to gap variance: 0.180 nm^2
Local sidewall st. dev. (assumed): 0.10 nm
Local sidewalls add to gap variance: 0.020 nm^2
Common etch-bias st. dev. (assumed): 0.30 nm
Etch bias adds to each variance: 0.090 nm^2
Gap st. dev. with these three: 1.136 nm
Mandrel st. dev. with these three: 0.671 nm
Gap st. dev., mandrel-spacer correlation +0.3: 1.135 nm
Gap st. dev., mandrel-spacer correlation -0.3: 0.844 nm
Rough-wall amplitude (assumed): 0.60 nm
Rough-wall period (assumed): 50.0 nm
Mean lateral spacer excess on rough wall: 0.0284 nm
Second-order estimate of that excess: 0.0284 nm
\end{verbatim}
